\section*{Clustering Statistics of Dielectric Breakdown from Gamma-Distributed Path Densities}

\section{One device, one density}

\textbf{Q:} My breakdown times follow a straight Weibull line at the bottom of the plot and bend over at the top. Before you add anything to the Weibull law, tell me what it assumes.

\textbf{A:} The derivation I use assumes that all devices are statistically alike. Divide the insulator into $M$ columns joining the electrodes, each a stack of $n$ cells. After a stress time $t$ a cell is defective with probability $(t/t_0)^m$, where $t<t_0$, independently of the others. A column conducts when all its cells are defective, which has probability
\begin{equation}
q=\left(\frac{t}{t_0}\right)^{nm}.
\end{equation}
The device fails at its first conducting column, which I call a path. It survives if no column conducts:
\begin{equation}
(1-q)^M=\exp[M\ln(1-q)]=\exp\left[-Mq-\tfrac12Mq^2-\dots\right].
\end{equation}
With very many columns, $q\ll1$ and $Mq^2\ll1$ even when $Mq$ is not small. What remains is the Poisson probability of no path, $e^{-x}$, with mean path number
\begin{equation}
x=Mq=\left(\frac{t}{\tau}\right)^{\beta},\qquad \beta=nm,\qquad \tau=t_0M^{-1/\beta}.
\end{equation}
Let $F$ be the failed fraction, and define
\begin{equation}
H=-\ln(1-F),\qquad W=\ln H .
\end{equation}
Here $H=x$, so $W=\beta\ln(t/\tau)$: a straight line of slope $\beta$ against $\ln t$. The column picture is one way to obtain a power law; below I need just rare independent paths with mean $(t/\tau)^\beta$.

\textbf{Q:} Then where can a bend come from?

\textbf{A:} One source, the one I follow here, is a population of devices that are not alike. Give each device a positive factor $G$, fixed at manufacture and constant during stress, so that its mean path number is $Gx$. The average of $G$ over devices is 1, which makes $x$ the population mean. Since $Gx=(t/\tau_G)^\beta$ with $\tau_G=\tau G^{-1/\beta}$, each device still obeys a Weibull law with the same $\beta$, but with its own time scale.

\section{The gamma average}

\textbf{Q:} You will now say that defect densities are gamma distributed. Which defects?

\textbf{A:} The completed paths, not the single traps. If the trap density of a device is scaled by $g$ and a path needs $n$ traps, the path density is scaled by $g^n$. A gamma-distributed $g$ does not make $g^n$ gamma distributed, so the distinction changes the answer.

I therefore take for $G$ the gamma density with mean 1 and shape $\alpha$,
\begin{equation}
p(G)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\,G^{\alpha-1}e^{-\alpha G},\qquad G>0 .
\end{equation}
Its moments follow from the substitution $v=\alpha G$:
\begin{equation}
\langle G^k\rangle=\frac{1}{\Gamma(\alpha)\,\alpha^k}\int_0^\infty v^{\alpha+k-1}e^{-v}\,dv=\frac{\Gamma(\alpha+k)}{\Gamma(\alpha)\,\alpha^k}.
\end{equation}
Hence $\langle G\rangle=1$ and $\langle G^2\rangle=(\alpha+1)/\alpha$, so the variance is $1/\alpha$. Small $\alpha$ means strong clustering of paths in a minority of devices. The gamma form is a modelling choice, made because the average can be done in closed form.

\textbf{Q:} Do the average, then.

\textbf{A:} A device with factor $G$ survives with probability $e^{-Gx}$. The surviving fraction of the population is
\begin{equation}
1-F=\int_0^\infty e^{-Gx}p(G)\,dG=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty G^{\alpha-1}e^{-(\alpha+x)G}\,dG .
\end{equation}
Put $v=(\alpha+x)G$. The factors $G^{\alpha-1}dG$ give $(\alpha+x)^{-\alpha}v^{\alpha-1}dv$, and the remaining integral is $\Gamma(\alpha)$. Therefore
\begin{equation}
F=1-\left(\frac{\alpha}{\alpha+x}\right)^{\alpha}=1-\left[1+\frac1\alpha\left(\frac t\tau\right)^\beta\right]^{-\alpha}.
\label{cluster}
\end{equation}
This is the clustering failure distribution. For $\alpha\to\infty$ at fixed $x$, $\alpha\ln(1+x/\alpha)\to x$, and the Weibull law returns.

\textbf{Q:} Why ``clustering''? I see no clusters.

\textbf{A:} Look at the number $K$ of paths that would be present at time $t$ if stress continued past the first. For a Poisson count of mean $Gx$, $\langle K(K-1)\rangle=(Gx)^2$. Averaging over $G$,
\begin{align}
\langle K\rangle&=x,\\
\langle K^2\rangle-\langle K\rangle^2&=x^2\left(1+\frac1\alpha\right)+x-x^2=x+\frac{x^2}{\alpha}.
\end{align}
The variance exceeds the Poisson value $x$: paths are crowded into some devices and missing from others.

\section{The slope}

\textbf{Q:} Equation (\ref{cluster}) does not look like a line with a bend. Show me its slope.

\textbf{A:} From (\ref{cluster}), $H=\alpha\ln(1+x/\alpha)$. Because $x\propto t^\beta$, $dx/d\ln t=\beta x$, and
\begin{equation}
\frac{dW}{d\ln t}=\frac1H\frac{dH}{dx}\,\beta x=\frac{\beta x}{H\,(1+x/\alpha)} .
\end{equation}
Let $y=H/\alpha$. Then $1+x/\alpha=e^y$ and $x=\alpha(e^y-1)$, so
\begin{equation}
\frac{dW}{d\ln t}=\beta\,\frac{\alpha(e^y-1)e^{-y}}{\alpha y}=\beta\,\frac{1-e^{-y}}{y}=\beta\int_0^1e^{-ys}\,ds .
\label{slope}
\end{equation}
The integrand falls with $y$ for every $s>0$, and $y$ grows with $F$. The slope thus starts at $\beta$ and decreases steadily.

\textbf{Q:} ``Starts at'' is a limit. My lowest data point is a percent or so. Is the slope $\beta$ there?

\textbf{A:} Expand for small $y$: $(1-e^{-y})/y=1-y/2+\dots$, with $y=-\ln(1-F)/\alpha=F/\alpha+\dots$. This gives
\begin{equation}
\frac{dW}{d\ln t}=\beta\left[1-\frac{F}{2\alpha}+O(F^2)\right]\quad\text{at fixed }\alpha .
\end{equation}
The condition is $F\ll\alpha$ as well as $F\ll1$. With $\alpha=1$, one percent failed lowers the slope by about half a percent. With $\alpha=0.01$, one percent failed is already well inside the bend.

\textbf{Q:} And at the other end?

\textbf{A:} Write the bracket of (\ref{cluster}) as $(x/\alpha)(1+\alpha/x)$. The factor $(1+\alpha/x)^{-\alpha}$ is close to 1 when $x\gg\alpha$ and $x\gg\alpha^2$, and then
\begin{equation}
1-F\simeq\left(\frac{x}{\alpha}\right)^{-\alpha}=\alpha^{\alpha}\left(\frac{t}{\tau}\right)^{-\alpha\beta}.
\end{equation}
The survivors disappear as a power of time, not as the Weibull exponential $e^{-(t/\tau)^\beta}$. In (\ref{slope}) $e^{-y}$ becomes negligible and the slope tends to $\alpha\beta/H$. It goes to zero, but slowly, since $H$ grows as the logarithm of time.

\textbf{Q:} That is algebra. What are the devices doing?

\textbf{A:} They are being sorted. Among devices still alive at $x$, the density of $G$ is proportional to $p(G)e^{-Gx}$, so their mean factor is
\begin{equation}
\langle G\rangle_x=\frac{\langle Ge^{-Gx}\rangle}{\langle e^{-Gx}\rangle}=-\frac{d}{dx}\ln\langle e^{-Gx}\rangle=\frac{dH}{dx}.
\label{survivors}
\end{equation}
For the gamma law this is $1/(1+x/\alpha)$. At first hardly any device has been removed and the mean factor is 1. Later the path-rich devices are gone, and the rest fail more slowly than the original population would. No individual device has become more robust.

\section{How much depends on the gamma law?}

\textbf{Q:} You chose the gamma density for convenience. Have I learned something about dielectrics or about gamma functions?

\textbf{A:} Some of each. Take any distribution of $G$ with mean 1. Equation (\ref{survivors}) did not use the gamma form up to its last remark. As $x\to0$, $dH/dx\to1$, so $H\simeq x$ and the slope tends to $\beta$. Differentiating once more,
\begin{equation}
\frac{d^2H}{dx^2}=-\left(\langle G^2\rangle_x-\langle G\rangle_x^2\right)\le0 ,
\end{equation}
which is minus the variance of $G$ among survivors. So $dH/dx$ never increases. Since $H(0)=0$,
\begin{equation}
H(x)=\int_0^x\frac{dH}{dx'}\,dx'\ge x\,\frac{dH}{dx},\qquad \frac{dW}{d\ln t}=\beta\,\frac{x}{H}\frac{dH}{dx}\le\beta .
\end{equation}
The low-end slope $\beta$ and a smaller slope above it hold for every frozen spread of unit mean.

The approach to zero is less general. Suppose the smallest factor present is $G_{\min}>0$. At long times the survivors are those near $G_{\min}$, so $dH/dx\to G_{\min}$. The ratio $H/x$, being the average of $dH/dx$ from 0 to $x$, has the same limit. The slope then returns to $\beta$. Flattening all the way to zero requires devices with $G$ arbitrarily near zero, which the gamma density supplies. That condition is necessary, not sufficient: the density $\propto G^{-3/2}e^{-\lambda(G-1)^2/2G}$ also has unit mean and reaches $G\to0$, but so thinly that $H$ grows as $\sqrt x$ and the slope tends to $\beta/2$.

\textbf{Q:} So could I tell a gamma law from another one by its low percentiles?

\textbf{A:} Hardly, if the two have the same variance and $F$ is small compared with 1 and with the inverse variance. When $\langle G^2\rangle$ is finite,
\begin{equation}
F=1-\langle e^{-Gx}\rangle=x-\tfrac12\langle G^2\rangle x^2+\dots
\label{series}
\end{equation}
Two laws with equal mean and variance agree in both terms. They separate at high percentiles. For instance, let the trap density be gamma distributed with shape 8 and let a path need three traps. The relative variance of $g^3$ is
\begin{equation}
\frac{\langle g^6\rangle}{\langle g^3\rangle^2}-1=\frac{11\cdot12\cdot13}{8\cdot9\cdot10}-1=1.38 .
\end{equation}
At $x=30$, numerical integration over $g$ leaves 1.4\,\% alive, whereas (\ref{cluster}) with the same variance, $\alpha=1/1.38$, leaves 6.7\,\%.

\section{From test structure to product}

\textbf{Q:} My product has $R$ times the area of the test structure. What happens to $\alpha$?

\textbf{A:} It depends on the distance over which $G$ varies. If one factor is common to the whole product, its mean path number is $GRx$: replace $x$ by $Rx$ and keep $\alpha$. If the $R$ parts have independent factors, their survival probabilities multiply:
\begin{equation}
\left(1+\frac x\alpha\right)^{-R\alpha}=\left(1+\frac{Rx}{R\alpha}\right)^{-R\alpha}.
\end{equation}
Now $x$ becomes $Rx$ and $\alpha$ becomes $R\alpha$; the bend is averaged away. In both cases $F\simeq Rx$ when $Rx$ is small compared with 1 and $\alpha$, so the early failures do not depend on the choice.

\section{A low-k insulator between copper lines}

\textbf{Q:} Give me numbers, and do not pull $\alpha$ out of a hat.

\textbf{A:} Take a porous low-k insulator at 125\,$^\circ$C, with rough typical parameters: line spacing $s_0=30$\,nm, applied voltage 10.5\,V, $\beta=1.5$ and $\tau=100$\,h. The field is $E_0=10.5\,\mathrm{V}/30\,\mathrm{nm}=3.5$\,MV/cm. Lifetime is assumed to fall as $e^{-\gamma E}$ with $\gamma=4$\,cm/MV.

Let the spacing $s$ differ between devices, normally distributed with standard deviation 1\,nm and cut at four standard deviations. Let the spacing act only through the field, leaving the number of cells in a column unchanged. Relative to the nominal device, the path density is
\begin{equation}
g=\exp[\beta\gamma(E-E_0)],\qquad E=\frac{10.5\,\mathrm V}{s},\qquad G=\frac{g}{\langle g\rangle}.
\end{equation}
To first order in the spacing error, the standard deviation of $\ln g$ is $\beta\gamma E_0\times(1/30)=21/30=0.70$. A 3\,\% spread in spacing is thus a large spread in path density. Numerical integration over $s$ gives the variance of $G$, and I set $\alpha$ to its inverse: $\alpha=1.30$. The value depends on the cut: it is 1.50 at three standard deviations and 1.28 at five or six. By (\ref{series}), this matches the first two terms of $F$.

Inverting (\ref{cluster}),
\begin{equation}
t=\tau\left\{\alpha\left[(1-F)^{-1/\alpha}-1\right]\right\}^{1/\beta}.
\end{equation}
At $F=0.5$ the braces contain 0.915, and $t=100\times0.915^{2/3}=94$\,h. The table compares this law with a Weibull law and with the spacing mixture itself, integrated and inverted numerically. All three have the same $\tau$ and $\beta$.

\begin{center}
\begin{tabular}{c|ccc|cc}
 & \multicolumn{3}{c|}{time (h)} & \multicolumn{2}{c}{slope}\\
$F$ & Weibull & gamma & spacing & gamma & spacing\\
\hline
0.01 & 4.66 & 4.67 & 4.67 & 1.49 & 1.49\\
0.1 & 22.3 & 22.9 & 22.9 & 1.44 & 1.45\\
0.5 & 78 & 94 & 90 & 1.16 & 1.27\\
0.9 & 174 & 342 & 251 & 0.70 & 1.07\\
0.99 & 277 & 1232 & 504 & 0.41 & 0.93
\end{tabular}
\end{center}

For the gamma law, (\ref{slope}) puts the slope 1\,\% below $\beta$ at $F=0.026$ and at half of $\beta$ at $F=0.87$.

\textbf{Q:} Your own spacing model disagrees with your gamma law at the top.

\textbf{A:} It does, by a factor 2.4 in time at 99\,\%. The gamma density contains more devices with very few paths than this spacing distribution does. The cut also gives the mixture a smallest $G$, at a spacing of 34\,nm, so its slope must recover. Evaluated over a grid of $x$, it reaches a flat minimum near 0.8 when roughly $6\times10^{-6}$ of the devices survive, and is back to 1.47 at $x=10^4$. These figures depend on the cut: at five standard deviations the minimum is 0.71, with a few times $10^{-8}$ surviving. An ordinary sample would not reach the recovery in either case.

\textbf{Q:} Then why not draw a straight line through the data and be done?

\textbf{A:} Draw it through the 10\,\% and 90\,\% points of the gamma law. There $W=-2.25$ and $0.83$, so the apparent slope is
\begin{equation}
\frac{0.83+2.25}{\ln(342/22.9)}=1.14 .
\end{equation}
Let the product have 100 times the line length and an allowed failed fraction of $10^{-4}$. The test structure must then be read at $x=10^{-6}$. The clustering law gives $t=100\times(10^{-6})^{2/3}=0.010$\,h, or 36\,s, at the stress voltage. The line must reach $W=\ln10^{-6}=-13.8$ and gives $9.1\times10^{-4}$\,h. It is pessimistic by a factor of 11, since it carries the flattened slope down to where the slope is $\beta$. The factor depends on the upper end of the distribution: for the spacing mixture, the line through the same two percentiles has slope 1.29 and is pessimistic by a factor of 3.5.

At $10^{-4}$ the two area rules agree to the digits given. At the product median they do not: the gamma law gives 4.4\,h for a common factor and 3.6\,h for independent parts.

\section{What real lines do to the argument}

\textbf{Q:} Does every real device share one $\beta$?

\textbf{A:} That is the assumption I trust least. In the column picture a wider gap needs more cells, so $\beta$ should grow with spacing. Take $\beta_i=\beta s_i/s_0$ and keep the time scales $\tau_i$ of the individual devices as before. This treats the number of cells as continuous, a fair approximation here for cells of about 1\,nm or less; with much larger cells a 1\,nm spread may not change their number at all. Small cells strain the column picture in another way. Thirty cells with $\beta=1.5$ mean $m=0.05$, and with $10^6$ columns the defective fraction of cells is $(10^{-6})^{1/30}=0.63$ at $\tau$ and $(10^{-12})^{1/30}=0.40$ at the product time. Both exceed the site percolation threshold of a simple cubic lattice, about 0.31, so crooked paths would join the electrodes before any straight column did. The figures below show what unequal $\beta_i$ do within the column picture; they are not predictions for a real insulator. At low $F$,
\begin{equation}
F\simeq\left\langle\left(\frac{t}{\tau_i}\right)^{\beta_i}\right\rangle,\qquad
\frac{d\ln F}{d\ln t}=\frac{\langle\beta_i(t/\tau_i)^{\beta_i}\rangle}{\langle(t/\tau_i)^{\beta_i}\rangle}.
\end{equation}
As $t\to0$ the smallest $\beta_i$ dominates, and the low-end slope is no longer the nominal $\beta$. In the example, the slope at the product time is 1.44, the mean path number is 1.5 times larger, and the product time is 24\,\% shorter. This error is on the unsafe side.

Keeping the $\tau_i$ is itself a choice, and it matters more for the bend than for the product time. If the cell time $t_0$ depends only on the field, a thinner device also has a shorter $\tau_i$, because fewer cells must become defective. With $M=10^6$ columns and the mean path number at $\tau$ held at 1, the product time is 0.64 of the 36\,s, and the inverse variance of the path density at $\tau$ is 0.35 instead of 1.30. Both numbers depend on $M$: they are 0.67 and 0.56 for $10^4$ columns, and 0.57 and 0.14 for $10^{10}$. The inverse variance also depends on time and on the cut: for $M=10^6$ it is 0.09 at the product time, and 0.33 at $\tau$ if the cut is moved to five standard deviations. The table above therefore describes the effect of the field alone.

The other parameters are rough values for an accelerated test, and a real insulator between copper lines also has rough edges, a non-uniform field and possible copper drift, none of which is in the model. A temperature spread of 1\,K with an activation energy $E_a=0.8$\,eV adds a standard deviation $\beta E_a\Delta T/(k_BT^2)=0.09$ to the logarithm of path density, against 0.70 from spacing. It is a minor correction here.

\textbf{Q:} May I take $\alpha=1.30$ to the use voltage?

\textbf{A:} Not if spacing is its cause. At 1\,V the field is 0.33\,MV/cm, and the same 1\,nm moves the path density far less. Repeating the integration gives $\alpha\approx220$. If instead $\ln\tau$ is linear in $\sqrt E$, with the same local slope at 3.5\,MV/cm, $\alpha\approx20$. Either way the part of the bend that comes from the field largely disappears at use. A spread in the number of cells per column would remain, because it does not depend on voltage. In the column picture with $M=10^6$ and the linear field law, the inverse variance at use is then only about 3 when the mean path number is 1, and about 0.6 when it is $10^{-6}$; at mean path number 1 it is about 7 for $10^4$ columns and 1 for $10^{10}$. Within that picture a considerable spread in path density would survive.

The field law matters much more for the lifetime itself. From 10.5\,V to 1\,V the nominal device gains a factor $e^{4(3.5-0.333)}=3\times10^5$ by the linear law. By the square-root law it gains $e^{8(3.5-\sqrt{3.5\times0.333})}=3\times10^8$, about 800 times more. Breakdown statistics at the stress voltage alone can hardly decide between them: in the spacing mixture, with the same $\tau$, the two laws give times that differ by less than 0.5\,\% at 1, 50, 90 and 99\,\% failed.

Numerical values quoted here were computed with a short program.
